# Friedel tail of the ion pair potential in a simple metal, part 1

(Sections cited here and not found follow in the second part.)

## I. From the energy-wavenumber characteristic to a pair potential

In a model trivalent metal, two ions 10 Å apart have an effective interaction energy of $-0.323$ meV. At 40 Å it is $-0.0104$ meV. Quadrupling the distance has reduced it by a factor of 31. If the same electrons screened the ions by the Thomas-Fermi law, the interaction would contain the factor $e^{-r/\ell}$ with $\ell\approx0.48$ Å, and the same step would reduce it by more than 26 powers of ten. The mobile electrons remove the Coulomb repulsion, yet they leave behind an interaction that falls only as a power of the distance. The theorem below identifies that power, its coefficient and its origin.

The metal has valence $Z=3$, volume per ion $\Omega=16$ Å$^3$ and ions with an empty core of radius $r_c=0.6$ Å. These are round parameters and do not stand for a named element.

### Assumptions and conventions

Hartree atomic units are used in the algebra ($\hbar=m=e=1$), with eV and Å for numbers. There are $N$ ions at positions $\mathbf R_j$ in a periodic volume $V=N\Omega$, and $N\to\infty$ at fixed $\Omega$. Fourier transforms are $f(\mathbf q)=\int f(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}d^3r$, so $f(\mathbf r)=V^{-1}\sum_{\mathbf q}f(\mathbf q)e^{i\mathbf q\cdot\mathbf r}$.

1. The electrons are at zero temperature. Without the ions' structure they form a uniform, unpolarized gas with $k_F^3=3\pi^2Z/\Omega$.
2. Each ion acts on them through a local, spherical pseudopotential
$$v(q)=-\frac{4\pi Z}{q^2}\,m(q),\qquad m(0)=1,$$
where $m$ is real, even and smooth, and it and its derivatives are bounded. The empty core, with potential zero for $r<r_c$ and $-Z/r$ outside, has $m=\cos(qr_c)$.
3. The energy is kept to second order in $v$. Electrons interact through their mean electrostatic field (the random phase approximation, RPA). Exchange and correlation corrections to the response are left out.
4. The ions repel each other as point charges $Z$.

The form $m=\cos(qr_c)$ follows from $v(q)=-(4\pi Z/q)\int_{r_c}^\infty\sin(qr)\,dr$. With a factor $e^{-\eta r}$, $\eta\to0^+$, the integral is $\cos(qr_c)/q$.

Define the static dielectric function $\varepsilon(q)$ as in Lemma 2, and let $\varepsilon_2=\varepsilon(2k_F)$.

**Theorem.** Under these assumptions:

(a) At fixed $\Omega$, the structure-dependent energy is a sum over pairs of ions of a central potential $\phi(r)$, plus terms that depend on volume alone.

(b) If $v(2k_F)\ne0$, then as $r\to\infty$
$$\phi(r)=\frac{A}{r^3}\left[\cos(2k_Fr)+O\!\left(\frac{\ln r}{r}\right)\right],\qquad
A=\frac{k_F\,v(2k_F)^2}{4\pi^3\varepsilon_2^2}.$$

Part (a) is proved in this half and part (b) in the second.

### Lemma 1: the response of free electrons

*A weak static potential $U_{\mathbf q}$ induces the density $n_{\mathbf q}=\chi_0(q)U_{\mathbf q}$ in non-interacting electrons, with*
$$\chi_0(q)=-\frac{k_F}{\pi^2}g(x),\quad x=\frac{q}{2k_F},\quad
g(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|.$$

*Proof.* Let $e_k=k^2/2$. To first order a plane wave becomes
$$\psi_{\mathbf k}=\frac1{\sqrt V}\left[e^{i\mathbf k\cdot\mathbf r}+\sum_{\mathbf q}\frac{U_{\mathbf q}/V}{e_{\mathbf k}-e_{\mathbf k+\mathbf q}}e^{i(\mathbf k+\mathbf q)\cdot\mathbf r}\right].$$
The first-order part of $|\psi_{\mathbf k}|^2$ is a cross term and its complex conjugate. Since $U$ is real, $U_{\mathbf q}^*=U_{-\mathbf q}$. After relabelling $\mathbf q\to-\mathbf q$ and $\mathbf k\to-\mathbf k$, the conjugate term equals the first. This gives a factor 2, and spin gives another:
$$\chi_0(q)=4\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,\frac{1}{e_{\mathbf k}-e_{\mathbf k+\mathbf q}}.$$
The principal value is meant. Transitions between two occupied states cancel in pairs, because exchanging the two states reverses the denominator.

Take the $z$ axis along $\mathbf q$. Then $e_{\mathbf k}-e_{\mathbf k+\mathbf q}=-(qk_z+q^2/2)$, and a slice of the Fermi sphere at fixed $k_z$ has area $\pi(k_F^2-k_z^2)$. Therefore
$$\chi_0=-\frac{1}{2\pi^2}\,\mathrm P\!\!\int_{-k_F}^{k_F}\frac{k_F^2-k_z^2}{qk_z+q^2/2}\,dk_z.$$
With $k_z=k_Fz$ and $q=2k_Fx$, the numerator and $dk_z$ give $k_F^3(1-z^2)dz$, and the denominator is $2k_F^2x(z+x)$. Hence
$$g(x)=\frac1{4x}\,\mathrm P\!\!\int_{-1}^{1}\frac{1-z^2}{z+x}\,dz.$$
Write $1-z^2=-(z+x)(z-x)+(1-x^2)$. The first part integrates to $-\int_{-1}^1(z-x)dz=2x$, and the second to $(1-x^2)\ln|(1+x)/(1-x)|$. Division by $4x$ gives the result. $\square$

This function was tested against principal-value quadrature of the last integral.

For small $x$ the logarithm is $2(x+x^3/3+\dots)$, so $g=1-x^2/3+\dots$, an even power series. A slowly varying potential thus meets the response $-k_F/\pi^2$, minus the density of states at the Fermi energy. For large $x$ the integral gives $g\to1/(3x^2)$, because short waves cost much kinetic energy. Between these limits, at $x=1$, the wave vector spans the Fermi sphere, and there the function is not smooth.

### Lemma 2: the second-order energy

*Let $S(\mathbf q)=N^{-1}\sum_je^{-i\mathbf q\cdot\mathbf R_j}$. The second-order electronic energy per ion is*
$$\frac{E_2}{N}={\sum_{\mathbf q}}'|S(\mathbf q)|^2F(q),\qquad F(q)=\frac{\chi(q)v(q)^2}{2\Omega},$$
$$\chi=\frac{\chi_0}{\varepsilon},\qquad \varepsilon(q)=1-\frac{4\pi}{q^2}\chi_0(q),$$
*where the prime omits $\mathbf q=0$. The function $F$ is the energy-wavenumber characteristic.*

*Proof.* First find the kinetic cost of a density wave. For non-interacting electrons in a potential $sU$, the energy obeys $dE/ds=\int U n_s\,d^3r$, with induced density $n_{s,\mathbf q}=s\chi_0U_{\mathbf q}$ to first order. Integrating from $s=0$ to 1 gives the second-order energy $\frac12\chi_0|U_{\mathbf q}|^2/V$ per wave vector. The potential energy contained in it is $U_{\mathbf q}^*n_{\mathbf q}/V=\chi_0|U_{\mathbf q}|^2/V$. The kinetic remainder is
$$-\frac{\chi_0|U_{\mathbf q}|^2}{2V}=-\frac{|n_{\mathbf q}|^2}{2V\chi_0},$$
which is positive because $\chi_0<0$.

The ions produce the potential $W_{\mathbf q}=v(q)NS(\mathbf q)$. With the mean electrostatic energy of the electrons added, the second-order energy is
$$\frac1V{\sum_{\mathbf q}}'\left[\mathrm{Re}(W_{\mathbf q}^*n_{\mathbf q})+\frac12\left(\frac{4\pi}{q^2}-\frac1{\chi_0}\right)|n_{\mathbf q}|^2\right].$$
The coefficient of $|n_{\mathbf q}|^2$ is positive, so there is a minimum, at
$$n_{\mathbf q}=-\frac{W_{\mathbf q}}{4\pi/q^2-1/\chi_0}=\frac{\chi_0W_{\mathbf q}}{1-4\pi\chi_0/q^2}=\chi W_{\mathbf q}.$$
At the minimum of such a quadratic form the linear term is halved, leaving $\frac12\chi|W_{\mathbf q}|^2/V$. Divide by $N$ and insert $|W_{\mathbf q}|^2=N^2v^2|S|^2$ and $V=N\Omega$. The prefactor becomes $N^2/(2VN)=1/(2\Omega)$. $\square$

A numerical minimization of this quadratic form at three wavenumbers reproduced $F$, which checks the algebra of the last step.

Since $4\pi\chi_0/q^2=1-\varepsilon$, another form is
$$\chi(q)=-\frac{q^2}{4\pi}\left(1-\frac1{\varepsilon(q)}\right).$$
With $\varepsilon>1$ it follows that $F\le0$: in second order the electrons lower the energy of every ionic density wave to which $v$ couples them.

### Lemma 3: the pair potential

*Let*
$$\hat\phi(q)=\frac{4\pi Z^2}{q^2}+\chi(q)v(q)^2,\qquad \phi(r)=\int\frac{d^3q}{(2\pi)^3}\hat\phi(q)e^{i\mathbf q\cdot\mathbf r}.$$
*Let $E_M$ be the electrostatic energy of the point ions in a uniform neutralizing background. Then*
$$\frac{E_M+E_2}{N}=\frac1{2N}\sum_{i\ne j}\phi(R_{ij})+\frac12\phi_{\rm ind}(0)-\frac{\hat\phi(0)}{2\Omega},$$
*where $\phi_{\rm ind}=\phi-Z^2/r$ is the part mediated by the electrons.*

*Proof.* The background removes the $\mathbf q=0$ term of the Coulomb energy. The self-energy of each ion must also be removed. Both instructions are contained in
$$E_M=\frac1{2V}{\sum_{\mathbf q}}'\frac{4\pi Z^2}{q^2}\left(N^2|S|^2-N\right).$$
Add $E_2=(2V)^{-1}\sum'\chi v^2N^2|S|^2$ and write
$$N^2|S|^2=N+\sum_{i\ne j}e^{-i\mathbf q\cdot(\mathbf R_i-\mathbf R_j)}.$$
The Coulomb terms proportional to $N$ cancel, so that
$$E_M+E_2=\frac1{2V}{\sum_{\mathbf q}}'\hat\phi(q)\sum_{i\ne j}e^{-i\mathbf q\cdot\mathbf R_{ij}}+\frac N{2V}{\sum_{\mathbf q}}'\chi v^2.$$

To complete the first sum, its $\mathbf q=0$ term is added and subtracted. This is allowed because $\hat\phi(0)$ is finite, as follows. At small $q$, $g\to1$ and $\varepsilon\simeq1+k_{TF}^2/q^2$, with $k_{TF}^2=4k_F/\pi$, so $1/\varepsilon=q^2/k_{TF}^2+O(q^4)$. Let $m=1+m_2q^2+\dots$. Then
$$\hat\phi(q)=\frac{4\pi Z^2}{q^2}\left[1-m^2\left(1-\frac1\varepsilon\right)\right]\longrightarrow4\pi Z^2\left(\frac1{k_{TF}^2}-2m_2\right).$$
The completed sum is $\frac12\sum_{i\ne j}\phi(R_{ij})$. The subtracted term is $N(N-1)\hat\phi(0)/(2V)$, which per ion tends to $\hat\phi(0)/(2\Omega)$.

In the last sum, $\chi v^2$ behaves as $1/q^2$ near the origin. This is integrable in three dimensions, so the missing point has no weight as $V\to\infty$, and the sum becomes $\frac N2\phi_{\rm ind}(0)$. $\square$

The two terms outside the pair sum contain no ionic positions, which proves part (a). They and $\phi$ itself depend on $\Omega$ through $k_F$, and the last term also contains $\Omega$ explicitly. The pair potential therefore compares arrangements at one volume. It does not by itself give the pressure.

To exhibit the transform of $F$, average $e^{i\mathbf q\cdot\mathbf r}$ over directions, which gives $\sin(qr)/(qr)$. With $\chi v^2=2\Omega F$ and $d^3q\to4\pi q^2dq$,
$$\phi(r)=\frac{Z^2}{r}+\frac{\Omega}{\pi^2}\int_0^\infty F(q)\,q^2\,\frac{\sin(qr)}{qr}\,dq.$$

### Remark: the two forms compared in crystals

For a crystal with one ion per primitive cell, $|S|^2=1$ at reciprocal lattice vectors and zero elsewhere. The energy can then be found in two ways: as a sum of $F$ over reciprocal space plus the Ewald value of $E_M$, or as a sum of $\phi$ over the lattice. The second sum needs care. The number of ions in a shell grows as $r^2$, so an amplitude $r^{-3}$ does not give absolute convergence. A factor $e^{-\eta R^2}$ was included and the result extrapolated to $\eta=0$.

For fcc the first way gives
$$-74.27294-3.87127=-78.14421\ \text{eV per ion}.$$
The second, with half the pair sum first and then the two volume terms, gives
$$2.45655-50.33404-30.26682=-78.14431\ \text{eV per ion}.$$
The difference is 0.1 meV, within the tested tolerance of $2\times10^{-5}$ hartree. The last digits depend on cutoffs: the reciprocal sum was stopped at $Q\approx53k_F$ and the integrals of the pair form at $Q=80k_F$. At large $q$, with $g\simeq1/(3x^2)$ and $\cos^2(qr_c)$ averaged to $\frac12$, the omitted part is $(\Omega/2\pi^2)\int_Q^\infty q^2F\,dq\simeq-8Z^2k_F^3/(9\pi^2Q^3)$, which is $-0.15$ and $-0.04$ meV. With it restored, both ways give $-78.1444$ eV. Nearly all of the energy lies in terms that are blind to structure.

The bcc crystal at the same volume lies higher by 104.4 meV in the pair form. The truncated reciprocal sums give 104.3 meV, and 104.4 meV once their omitted parts ($-0.15$ meV for fcc, $-0.07$ meV for bcc) are restored. The Ewald energy alone prefers bcc by 4.6 meV, but the electronic term prefers fcc by 109.0 meV. This ordering belongs to the model with its round parameters. It is sensitive to the core radius: for $r_c=0.45$ Å bcc lies lower by 6.7 meV, and for $r_c=0.7$ Å it lies higher by 232 meV.

## II. The singularity at $2k_F$ and the asymptotic law

The first half gave the pair potential of ions of valence $Z$ and volume $\Omega$ in an electron gas of Fermi wavenumber $k_F$:
$$\phi(r)=\frac{Z^2}{r}+\frac1{2\pi^2r}\int_0^\infty q\,\chi v^2\sin(qr)\,dq,\qquad \chi v^2=2\Omega F.$$
Here $v=-4\pi Zm(q)/q^2$ is the bare ion potential, $\chi=-(q^2/4\pi)(1-1/\varepsilon)$ the screened response, and $\varepsilon=1-4\pi\chi_0/q^2$ the RPA dielectric function. The free response is $\chi_0=-(k_F/\pi^2)g(x)$ with $x=q/2k_F$ and
$$g(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|.$$
Units are atomic, and $\varepsilon_2=\varepsilon(2k_F)$.

### Lemma 4: an integral with the Coulomb term absorbed

*Let $X=2k_Fr$, $\lambda=1/(\pi k_F)$ and $M(x)=m(2k_Fx)^2$. Then*
$$\phi(r)=\frac{2Z^2}{\pi r}\int_0^\infty K(x)\sin(Xx)\,dx,\qquad K=\frac1x-H,\qquad H=\frac{M\lambda g}{x(x^2+\lambda g)}.$$
*Continued as an odd function, $K$ is smooth on the real line except at $x=\pm1$.*

*Proof.* From the definitions,
$$\chi v^2=-\frac{4\pi Z^2}{q^2}M\left(1-\frac1\varepsilon\right),\qquad
\varepsilon=1+\frac{4\pi}{4k_F^2x^2}\frac{k_F}{\pi^2}g=1+\frac{\lambda g}{x^2}.$$
Thus $1-1/\varepsilon=\lambda g/(x^2+\lambda g)$. With $dq/q=dx/x$, the electronic part of $\phi$ is $-(2Z^2/\pi r)\int_0^\infty H\sin(Xx)dx$. The bare repulsion has the same form, since $\int_0^\infty\sin(Xx)dx/x=\pi/2$. Their sum is the stated integral.

Near the origin $g$ and $M$ are even and smooth, with $g(0)=M(0)=1$. Hence $xH$ is even and smooth and equals 1 at $x=0$. It follows that $K=(1-xH)/x$ is odd and smooth there. The denominator $x^2+\lambda g$ does not vanish, because $g>0$. The logarithm in $g$ leaves $x=\pm1$ as the remaining singular points. $\square$

The equality $xH=1$ at the origin expresses perfect screening: at long wavelengths the electrons neutralize each ion. It removes the $1/r$ repulsion, and the smoothness of $K$ means that no other power law comes from long wavelengths.

We have proved part (a), that the structure-dependent energy at fixed volume is a sum of pair potentials, and have written $\phi(r)$ as a sine transform of a function $K$ whose odd continuation is singular on the real line only at $x=\pm1$. It remains to find the form of that singularity and to derive from it the asymptotic law of part (b).

Numbers in the example were calculated in double precision.
